# Why Apodising a Positive-Only Bragg Grating Creates Short-Wave Reflection Fringes

Take a lossless Bragg grating whose fringes keep one period and phase throughout. Reverse the sign of the detuning everywhere, keep the coupling between the two waves, and the reflectance stays the same. This symmetry settles where a lopsided spectrum can come from. If the mean index is uniform, the detuning is one number along the whole grating, and reversing it exchanges the two sides of the stop band, so the spectrum is symmetric. If the mean index varies, the reversal also turns a hump of mean index into a dip, which is a different grating. Within coupled-mode theory, the asymmetry of such a grating must therefore come from the variation of the mean index, and it must change sides when that variation changes sign.

## The model and its symmetry

Let an exposure that can only raise the index write

$$n(z)=n_0+D\,s(z)\,[1+v\cos(2\pi z/\Lambda)],\qquad D>0,\quad 0<v\le 1 .$$

Here $\Lambda$ is the period, $v$ the fringe visibility and $s(z)$ a smooth even bell with $s(0)=1$. Tapering the fringes with $s$ tapers the mean index $n_0+Ds$ as well, because both come from the same exposure.

The field obeys $E''+k^2n^2E=0$ with $k=2\pi/\lambda$ and time factor $e^{-i\omega t}$. Write $\beta=\pi/\Lambda$ and $E=R(z)e^{i\beta z}+S(z)e^{-i\beta z}$, where $R$ runs forward and $S$ backward. For $D\ll n_0$, $n^2\approx n_0^2+2n_0Ds[1+v\cos 2\beta z]$. The cosine turns $Se^{-i\beta z}$ into $\tfrac12Se^{i\beta z}$ plus a term far from phase matching, which is dropped. Dropping $R''$ too, because the envelope is slow, the terms in $e^{i\beta z}$ give

$$2i\beta R'+(k^2n_0^2-\beta^2)R+2k^2n_0Ds\,R+k^2n_0vDs\,S=0 .$$

Near the Bragg condition $kn_0\approx\beta$, so $k^2n_0^2-\beta^2\approx2\beta(kn_0-\beta)$. Dividing by $2i\beta$, and treating the $e^{-i\beta z}$ terms alike, gives

$$R'=i\sigma R+i\kappa S,\qquad S'=-i\sigma S-i\kappa R,$$
$$\sigma=kn_0-\beta+kDs,\qquad \kappa=\tfrac12kvDs .$$

These equations conserve the flux $|R|^2-|S|^2$.

The opening symmetry can now be verified. Take complex conjugates and set $\tilde R=R^*$, $\tilde S=-S^*$. Then $\tilde R'=-i\sigma\tilde R+i\kappa\tilde S$ and $\tilde S'=i\sigma\tilde S-i\kappa\tilde R$: the same equations with $\sigma\to-\sigma$. The condition of no wave entering from the right survives, and so does $|S/R|^2$ at the input. (The small change of $k$ across the spectrum is ignored.)

A scaled wavelength makes the detuning simple. Define $x$ by $\lambda=2\Lambda(n_0+Dx)$. Then $\beta=k(n_0+Dx)$, and

$$\sigma=kD\,(s-x),\qquad \kappa=\tfrac12kD\,v\,s .$$

If $w$ is the length scale of the bell, the reflectance depends on $x$, $v$ and the dimensionless strength $kDw$. For $D<0$ both $\sigma$ and $\kappa$ change sign. The sign of $\kappa$ is removed by $S\to-S$ and that of $\sigma$ by the symmetry above, so the spectrum is the same function of $x$. Positive $x$ then means a shorter wavelength, and the whole pattern is mirrored.

## Where the light meets a stop band

Over a stretch where $s$ is nearly constant, solutions vary as $e^{\pm iqz}$ with $q^2=\sigma^2-\kappa^2$. Light is locally forbidden when $|\sigma|<\kappa$, that is $|s-x|<vs/2$, or

$$\frac{x}{1+v/2}<s(z)<\frac{x}{1-v/2}.$$

As $z$ runs through the grating, $s$ climbs from nearly 0 to 1 and falls back. Four cases follow.

- For $x<0$ no value of $s$ qualifies, so there is no local gap.
- For $0<x<1-v/2$ the upper limit lies below 1. The bell crosses the forbidden range once on the way up and once on the way down. Between these two wings, $\sigma>\kappa$ and light propagates.
- For $1-v/2<x<1+v/2$ the centre itself is forbidden. This is the main stop band.
- For $x>1+v/2$ even the peak of the bell is too low, and there is no local gap.

The second case is a cavity. It occupies

$$2\Lambda n_0<\lambda<2\Lambda\,[n_0+D(1-v/2)],$$

directly on the short-wave side of the main band. The grating is chirped by its own mean index: its centre is tuned to longer waves than its skirts, so a slightly short wave passes the centre and is reflected in both skirts.

## How strongly one wing reflects

Across the right-hand wing $\sigma$ falls from positive to negative. Approximate it there by $\sigma=-bu$, with $b>0$, $u$ measured from the point $\sigma=0$, and $\kappa$ constant. Far from that point $R$ drags a small $S=cR$ with it. Inserting this in the second equation, with $R'\approx i\sigma R$, gives $i\sigma c=-i\sigma c-i\kappa$, so $c=-\kappa/2\sigma$. The first equation becomes

$$\frac{R'}{R}=i\sigma-\frac{i\kappa^2}{2\sigma}=-ibu+\frac{i\nu}{u},\qquad \nu=\frac{\kappa^2}{2b},$$

hence $R\propto e^{-ibu^2/2}\,u^{i\nu}$.

Beyond the wing, at large positive $u$, this is the whole solution, since nothing arrives from the right. Continue it to negative $u$ along a large arc in the lower half of the complex plane, $u=|u|e^{i\varphi}$ with $\varphi$ from 0 to $-\pi$. The modulus of the exponential is $\exp(\tfrac12b|u|^2\sin2\varphi)$. In the first quadrant of the arc it is the decaying solution, which cannot hide an admixture of the growing one. In the second quadrant it dominates, so its coefficient is still reliable on arrival, where the reflected wave appears beside it. (On the upper arc the order is reversed and the argument fails.) The exponential returns to modulus one, while $u^{i\nu}$ gains the factor $e^{i\nu(-i\pi)}=e^{\pi\nu}$. The incident amplitude is thus $e^{\pi\nu}$ times the transmitted one.

The exponent has a direct meaning. The decay integral across the gap is

$$K=\int\sqrt{\kappa^2-\sigma^2}\,dz=\int_{-\kappa/b}^{\kappa/b}\sqrt{\kappa^2-b^2u^2}\,du=\frac{\pi\kappa^2}{2b}=\pi\nu .$$

One wing therefore transmits $e^{-2K}$ and reflects

$$R_w=1-e^{-2K}.$$

For a real wing, where $\kappa$ varies and $\sigma$ is not quite linear, I use this formula with the full integral for $K$. That step is a semiclassical approximation, whose error is measured below.

## Two wings make fringes

Let light inside the cavity reflect from a wing with amplitude $\sqrt{R_w}\,e^{i\theta}$, referred to $z=0$. The two wings are mirror images, so $\theta$ is the same for both. Each successive round trip multiplies the transmitted amplitude by $R_we^{2i\theta}$. Summing the geometric series gives

$$T=\frac{(1-R_w)^2}{|1-R_we^{2i\theta}|^2}=\frac{(1-R_w)^2}{(1-R_w)^2+4R_w\sin^2\theta}.$$

The reflectance $1-T$ vanishes at $\theta=m\pi$. Where $\sin^2\theta=1$ it equals

$$R_{\rm top}=\frac{4R_w}{(1+R_w)^2},$$

since $(1-R_w)^2+4R_w=(1+R_w)^2$. This is the Fabry-Perot result, with mirrors whose strength and position depend on wavelength.

The dips follow from the phase $\Phi=\int q\,dz$ taken between the inner edges of the two gaps, $z=\pm a$.

**Strong wings.** Let $f=R+S$ and $g=R-S$. Adding and subtracting the coupled equations gives $f'=i(\sigma-\kappa)g$ and $g'=i(\sigma+\kappa)f$. Differentiate the second and eliminate $f$:

$$g''-\frac{(\sigma+\kappa)'}{\sigma+\kappa}\,g'+(\sigma^2-\kappa^2)\,g=0 .$$

At the inner edge $\sigma=\kappa$, so $\sigma+\kappa$ is smooth and non-zero there. Setting $g=\sqrt{\sigma+\kappa}\,h$ removes the first derivative and leaves $h''+q^2h\approx0$, apart from terms with two derivatives of the slow envelope. Since $q^2$ passes linearly through zero, this is an ordinary turning point. The solution that decays into the gap is $h\propto q^{-1/2}\cos(\int_z^aq\,dz'-\pi/4)$ inside. A mode of the symmetric cavity is even or odd, so the argument at $z=0$, which is $\Phi/2-\pi/4$, must be a multiple of $\pi/2$:

$$\Phi=(m+\tfrac12)\pi .$$

**Weak wings.** To first order in $\kappa$, $R=e^{i\Theta}$ with $\Theta=\int_0^z\sigma\,dz'$, and $S=e^{-i\Theta}B$ with $B'=-i\kappa e^{2i\Theta}$. As $B$ vanishes on the right, the reflected amplitude has modulus $|\int\kappa\cos2\Theta\,dz|$; the sine part cancels because $\Theta$ is odd. The phase is stationary where $\sigma=0$, once in each wing. Near the right-hand point $2\Theta\approx\Phi-bu^2$, because $q\to\sigma$ when $\kappa\to0$. Each wing contributes $\kappa\sqrt{\pi/b}\,\cos(\Phi-\pi/4)$, so the zeros are at

$$\Phi=(m+\tfrac34)\pi .$$

One wing alone has squared amplitude $\pi\kappa^2/b=2K$, which agrees with $1-e^{-2K}$ at small $K$.

## A fibre grating in numbers

Take rough values for a UV-written germanosilicate fibre grating: $n_0=1.447$, $\Lambda=535$ nm, $D=10^{-3}$, $v=1$, and a Gaussian $s$ of 5 mm full width at half maximum in a grating 14.98 mm long. In a fibre, $n$ stands for the effective index of the guided mode, so $D$ is the rise of that index; the core index itself must rise somewhat more, because part of the mode travels in the cladding. Then

$$2\Lambda n_0=1070\times1.447=1548.290\ \text{nm}.$$

The main band runs from $1070\times1.4475=1548.825$ nm to $1070\times1.4485=1549.895$ nm. The cavity region below it is 0.535 nm wide. At the band centre $kD=4.055$ mm$^{-1}$.

I integrated the coupled equations with a product of transfer matrices for 1500 thin slices, and evaluated $\Phi$ and $K$ by quadrature. The reflection zeros with $0.05<x<0.5$ are listed with their offset from 1548.290 nm.

| $m$ | offset (nm) | $\Phi/\pi$ | $R_w=1-e^{-2K}$ |
|---|---|---|---|
| 0 | 0.468 | 0.560 | 0.970 |
| 1 | 0.354 | 1.592 | 0.879 |
| 2 | 0.251 | 2.631 | 0.715 |
| 3 | 0.158 | 3.679 | 0.489 |
| 4 | 0.075 | 4.757 | 0.231 |

As the wings weaken towards short wavelengths, the fractional part of $\Phi/\pi$ moves from near $\tfrac12$ to about $\tfrac34$. The last value slightly exceeds $\tfrac34$. The two rules are leading-order limits for a linear wing, not bounds. This close to $x=0$ the wing lies in the tail of the bell, and the phase drifts towards the exact rule at $x=0$, $\Phi=(m+1)\pi$, given below. Lowering the visibility to 0.1, with the rest fixed, gives five dips for $0.15<x<0.94$ with a mean fractional part of 0.754. Stretching the original grating fourfold, to a 20 mm envelope, gives eight dips for $0.30<x<0.4995$ with a mean of 0.518.

The fringe tops between the dips, from the band edge downwards, reach 0.999, 0.989, 0.943 and 0.786. The two-mirror formula gives 0.999, 0.990, 0.947 and 0.800. Modest mirrors suffice: at an offset of 0.107 nm the formula gives $R_w=0.336$, yet $4\times0.336/1.336^2=0.75$.

Three comparisons separate the causes.

- **One wing removed.** End the grating at its centre, in the forward-travelling local wave, so that nothing returns. At 31 wavelengths between offsets of 0.107 and 0.428 nm the reflectance rises steadily from 0.332 to 0.945, without fringes. It differs from $1-e^{-2K}$ by at most 0.0043. A single chirped wing with a matched end reflects smoothly; the fringes need a second reflector, which here is the other wing. (A grating that stopped abruptly at its centre would show some fringes too, because the abrupt end also reflects.)
- **Mean index held at its peak value, same $\kappa(z)$.** Between 1548.344 and 1548.611 nm the highest reflectance falls from 0.989 to $2.4\times10^{-5}$. The taper of the fringes is thus not the cause.
- **The other side of the band.** In the mirror-image window, 1550.109 to 1550.376 nm, the original grating reflects at most $1.2\times10^{-3}$. In this window, away from the band edge, there is no local gap and the reflection is small, though not zero.

The cavity also stores light. At the $m=0$ dip $|R|^2+|S|^2$ peaks at $z=0$, at about 240 times its input value, between inner gap edges at $\pm1.10$ mm. The dip is 1.2 pm wide at half reflectance.

To see what the slow-envelope equations cost, I also solved $E''+k^2n^2E=0$ through all 28,000 periods, with 16 uniform layers in each. The five dips move by 0.06 to 0.13 pm.

## When the fringes disappear

The number of dips is set by the largest cavity phase. $\Phi$ is largest as $x\to0$, where $q\to kDs\sqrt{1-v^2/4}$, so

$$\Phi_{\max}\approx kD\sqrt{1-v^2/4}\int s\,dz .$$

For a Gaussian the integral is 1.064 times the full width, here 5.32 mm, and $\Phi_{\max}\approx4.055\times0.866\times5.32=18.7$, or $5.9\pi$. At $x=0$ the semiclassical picture is poor, but the coupled equations can be solved exactly. There $\sigma/\kappa=2/v$ at every $z$, so in the variable $\int s\,dz$ the grating is uniform: its reflectance vanishes when $\Phi_{\max}=(m+1)\pi$ and is at most $v^2/4$. A dip thus enters the cavity region through $x=0$ each time $\Phi_{\max}$ passes a multiple of $\pi$. For $v=1$ and $v=0.1$, gratings with $\Phi_{\max}$ of $0.4\pi$, $0.6\pi$, $0.8\pi$ and $0.95\pi$ have no dip in the region, and one with $1.05\pi$ has one. Here $5.9\pi$ admits the five listed dips, and the sixth lies 0.004 nm below 1548.290 nm. The fringes do not end sharply at that wavelength. One wing still reflects 7% at $x=0$, and the tops reach 0.43 at an offset of $+0.041$ nm, 0.12 at $-0.035$ nm and 0.015 at $-0.108$ nm.

Visibility acts in two ways. At fixed $D$, lowering $v$ widens the cavity region, whose upper edge is $x=1-v/2$, but $K$ falls roughly as $v^2$ and the fringes fade.

## Beside a real fibre grating

The value $D=10^{-3}$ represents a strong exposure; weaker ones give a narrower region and fewer, shallower fringes. Of the neglected effects sized here, birefringence disturbs the reflection fringes most, while loss mainly lowers the transmission. Both act most strongly on the narrowest dip. Power loss $\alpha$ per unit length absorbs, to first order, $\alpha\int(|R|^2+|S|^2)\,dz$ of unit input. For a rough 1 dB/m this is 10% at the $m=0$ dip, because of the stored field. Almost all of it is taken from the transmitted light: with this loss included in the coupled equations, the reflectance at the dip rises only from zero to about 0.2%. A rough birefringence of $5\times10^{-6}$ splits the two polarisations by $2\Lambda\times5\times10^{-6}=5.4$ pm, more than four times the dip width, so in unpolarised light the reflectance at that dip would fall only to about one half.

The other effects sized here leave the shape of the fringes nearly unchanged. With a thermo-optic coefficient near $10^{-5}$ K$^{-1}$ and an expansion coefficient near $5\times10^{-7}$ K$^{-1}$, the pattern drifts by about 11 pm/K. Index dispersion, with a group index near 1.468 for the guided mode, narrows the 0.535 nm region by about 8 pm. Coupling to backward cladding modes begins near $\Lambda(n_0+n_{\rm cl})=1546.7$ nm for a cladding index $n_{\rm cl}=1.444$. The raised effective index of the guided mode at the centre of the grating moves this limit up by about $\Lambda D=0.5$ nm, which still leaves it about 1.1 nm below the fringe region. Such coupling removes light from transmission rather than returning it in the guided mode.

The remedy follows from the mechanism. A second, fringe-free exposure that adds $D(1-s)$ makes the mean index uniform while leaving $\kappa(z)$ alone. In this model that is the flat-mean grating above. In a fibre it relies on the two exposures adding linearly and being well aligned, but the dose need not be exact. If the second exposure adds only $gD(1-s)$, with $0<g<1$, the mean index still varies as $(1-g)Ds$. The condition for a local gap becomes $|g+(1-g)s-x|<vs/2$, which gives two separate wings only when $1-g>v/2$. The fringes fade past this threshold rather than stopping at it, so some margin is needed. For the grating above, with $v=1$, the tallest side peak beyond the first reflection zero is 0.57 at $g=0.5$, 0.05 at $g=0.55$ and $3\times10^{-4}$ at $g=0.6$.

All numerical values are calculated from the stated model.
